**Temperature difference across a wafer heated on one face**

The program tests the result ΔT = RL²/(2α), where L is the wafer thickness, R the warming rate and α the thermal diffusivity, for a back face that loses no heat. It solves the heat equation by finite volumes from a uniform start. It asserts that this solution agrees with the formulas for the final difference, the start-up, the offsets from the mean, the time lag and the change with thickness. Further assertions cover radiation from both faces, light absorbed over a finite depth, repeated reflections between wafer and plate, and conductivity that falls with temperature. For 775 µm, 250 K/s and 0.1 cm²/s, formula and simulation both give 7.508 K. With rough material values, the output shows a corrected difference of 7.8 K with a reflecting plate behind the wafer and 11.3 K with a bare radiating back. These two totals take the absorbed lamp flux equal to the stored heat flux, so they leave out the extra light needed to balance surface losses.

## Numerical check

```python
# Result under test: a wafer heated on one face, with no loss from the other,
# settles to a front-to-back difference  dT = R L^2 / (2 alpha).
# L thickness (cm), R warming rate (K/s), alpha diffusivity (cm^2/s),
# C heat capacity per volume (J/cm^3/K), K = alpha C conductivity (W/cm/K).
# Position is measured from the unheated back face. Fluxes are in W/cm^2.
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import Stefan_Boltzmann

L = 775e-4
R = 250.0
alpha = 0.1
C = 2.2                  # rough value for hot silicon
K = alpha * C
T0 = 1273.0              # wafer temperature during the ramp, K
T_plate = 300.0          # temperature of the plate behind the wafer, K
e_wafer = 0.7            # rough emissivity of hot silicon
e_plate = 0.05           # rough emissivity of a reflecting plate
gas_K = 5.5e-4           # rough conductivity of hot nitrogen, W/cm/K
gap = 0.5                # rough gas gap, cm
depth = 20e-4            # rough absorption depth of lamp light, cm
power = 1.2              # rough exponent: conductivity falls as T^(-power)
expansion = 4e-6         # rough linear expansion coefficient, 1/K
T_early = 873.0          # an earlier point of the ramp, K
sigma = Stefan_Boltzmann * 1e-4
net_flux = C * L * R
N = 200


def heat_wafer(times, thickness=L, flux=net_flux, absorb=0.0, emissivity=0.0):
    """Finite-volume temperature rise above T0, from a uniform start."""
    dx = thickness / N
    width = np.full(N + 1, dx)
    width[[0, -1]] = dx / 2
    edges = np.concatenate(([0.0], (np.arange(N) + 0.5) * dx, [thickness]))
    source = np.zeros(N + 1)
    if absorb > 0:
        light = np.exp(-(thickness - edges) / absorb)
        source = flux * np.diff(light) / (light[-1] - light[0])
    else:
        source[-1] = flux

    def rate(t, rise):
        toward_back = K * np.diff(rise) / dx
        gain = source.copy()
        gain[:-1] += toward_back
        gain[1:] -= toward_back
        for face in (0, -1):
            gain[face] -= emissivity * sigma * (T0 + rise[face])**4
        return gain / (C * width)

    sol = solve_ivp(rate, (0, times[-1]), np.zeros(N + 1), method="LSODA",
                    t_eval=times, rtol=1e-8, atol=1e-8, lband=1, uband=1)
    assert sol.success
    return sol.y.T, width / thickness


# Derived formulas
dT = R * L**2 / (2 * alpha)
lag = L**2 / (2 * alpha)
tau = L**2 / (np.pi**2 * alpha)
t99 = tau * np.log(800 / np.pi**2)


def transient(t):
    n = np.arange(1, 400, 2)
    return dT * (1 - 8 / np.pi**2 * np.sum(np.exp(-n**2 * t / tau) / n**2))


# Start-up, final difference, offsets from the mean, and time lag
times = np.array([0.002, 0.005, 0.010, t99, 0.080, 0.080 + lag])
rise, weight = heat_wafer(times)
difference = rise[:, -1] - rise[:, 0]
for t, value in zip(times, difference):
    assert abs(value - transient(t)) < 1e-3 * dT
assert abs(difference[-1] / dT - 1) < 1e-4
assert abs(difference[3] / dT - 0.99) < 2e-4
mean = rise @ weight
assert abs((rise[-1, -1] - mean[-1]) / dT - 2 / 3) < 1e-3
assert abs((mean[-1] - rise[-1, 0]) / dT - 1 / 3) < 1e-3
assert abs(rise[-1, 0] - rise[-2, -1]) < 1e-3 * dT
for face in (0, N // 2, N):
    assert abs((rise[-1, face] - rise[-2, face]) / lag / R - 1) < 1e-3

# Half the thickness at the same warming rate: one quarter of the difference
thin, _ = heat_wafer([0.08], thickness=L / 2, flux=net_flux / 2)
assert abs((thin[0, -1] - thin[0, 0]) / (dT / 4) - 1) < 1e-3

# Radiation from both faces; tolerance covers the slow drift of the losses
bare_loss = e_wafer * sigma * T0**4
hot, weight = heat_wafer([0.079, 0.080, 0.081],
                         flux=net_flux + 2 * bare_loss, emissivity=e_wafer)
hot_mean = hot @ weight
hot_rate = (hot_mean[2] - hot_mean[0]) / 0.002
hot_loss = e_wafer * sigma * (T0 + hot[1, 0])**4
hot_formula = hot_rate * L**2 / (2 * alpha) + hot_loss * L / K
hot_difference = hot[1, -1] - hot[1, 0]
assert abs(hot_difference / hot_formula - 1) < 0.01

# Light absorbed over a finite depth
deep, _ = heat_wafer([0.08], absorb=depth)
deep_change = deep[0, -1] - deep[0, 0] - dT
depth_change = -2 * depth / L * dT
assert abs(deep_change / depth_change - 1) < 0.02

# Effective emissivity against an explicit sum over repeated reflections
e_eff = 1 / (1 / e_wafer + 1 / e_plate - 1)
bounces = np.arange(400)
e_sum = np.sum(e_wafer * e_plate * ((1 - e_wafer) * (1 - e_plate))**bounces)
assert abs(e_eff / e_sum - 1) < 1e-10

# Conductivity that falls with temperature, integrated from the back
profile = solve_ivp(lambda x, T: C * R * x / K * (T / T0)**power,
                    (0, L), [T0], rtol=1e-11, atol=1e-10)
k_change = profile.y[0, -1] - T0 - dT
assert abs(k_change / (power * dT**2 / (2 * T0)) - 1) < 0.05

# Sizes of the neglected effects
plate_loss = e_eff * sigma * (T0**4 - T_plate**4)
gas_loss = gas_K * (T0 - T_plate) / gap
bare_change = bare_loss * L / K
plate_change = plate_loss * L / K
gas_change = gas_loss * L / K
size_change = dT * ((1 + expansion * (T0 - 300))**2 - 1)
common = depth_change + k_change + size_change
shielded = dT + plate_change + gas_change + common
bare = dT + bare_change + gas_change + common
alpha_early = alpha * (T0 / T_early)**power
ramp_time = (T0 - T_early) / R

print(f"thickness: {L*1e4:.0f} um")
print(f"warming rate: {R:.0f} K/s")
print(f"diffusivity: {alpha:.2f} cm2/s")
print(f"heat capacity per volume (rough): {C:.1f} J/(cm3 K)")
print(f"conductivity: {K:.2f} W/(cm K)")
print(f"wafer temperature: {T0:.0f} K")
print(f"net front flux: {net_flux:.1f} W/cm2")
print(f"front-to-back difference, formula: {dT:.3f} K")
print(f"front-to-back difference, simulation: {difference[-1]:.3f} K")
print(f"mistaken estimate, full flux across wafer: {net_flux*L/K:.2f} K")
print(f"front above mean: {2*dT/3:.2f} K")
print(f"back below mean: {dT/3:.2f} K")
print(f"time lag of back behind front: {lag*1e3:.1f} ms")
print(f"slowest settling time: {tau*1e3:.2f} ms")
print(f"time to 99 percent of difference: {t99*1e3:.1f} ms")
print(f"mean temperature rise in that time: {R*t99:.1f} K")
for t, value in zip(times[:3], difference[:3]):
    print(f"simulated difference at {t*1e3:.0f} ms: {value:.2f} K")
print(f"wafer emissivity (rough): {e_wafer:.2f}")
print(f"plate emissivity (rough): {e_plate:.2f}")
print(f"plate temperature: {T_plate:.0f} K")
print(f"effective emissivity with plate: {e_eff:.4f}")
print(f"gas conductivity (rough): {gas_K:.2e} W/(cm K)")
print(f"gas gap (rough): {gap*10:.0f} mm")
print(f"absorption depth (rough): {depth*1e4:.0f} um")
print(f"conductivity exponent (rough): {power:.1f}")
print(f"expansion coefficient (rough): {expansion:.1e} 1/K")
print(f"back loss, bare radiating face: {bare_loss:.2f} W/cm2")
print(f"back loss, radiation to plate: {plate_loss:.2f} W/cm2")
print(f"back loss, gas conduction: {gas_loss:.2f} W/cm2")
print(f"back loss giving 5 percent change: {0.025*net_flux:.2f} W/cm2")
print(f"change from bare-face radiation: {bare_change:+.2f} K")
print(f"change from radiation to plate: {plate_change:+.2f} K")
print(f"change from gas conduction: {gas_change:+.2f} K")
print(f"change from absorption depth: {depth_change:+.2f} K")
print(f"change from varying conductivity: {k_change:+.3f} K")
print(f"change from thermal expansion: {size_change:+.3f} K")
print(f"corrected difference, plate behind wafer: {shielded:.1f} K")
print(f"corrected difference, bare back: {bare:.1f} K")
print(f"radiating test, simulation: {hot_difference:.2f} K")
print(f"radiating test, formula: {hot_formula:.2f} K")
print(f"earlier ramp temperature: {T_early:.0f} K")
print(f"diffusivity there (power law): {alpha_early:.3f} cm2/s")
print(f"ideal difference there: {R*L**2/(2*alpha_early):.2f} K")
print(f"ramp time between the two temperatures: {ramp_time:.2f} s")
print(f"lateral spread in that time: {np.sqrt(alpha*ramp_time)*10:.1f} mm")
print("verified")
```

Output:

```
thickness: 775 um
warming rate: 250 K/s
diffusivity: 0.10 cm2/s
heat capacity per volume (rough): 2.2 J/(cm3 K)
conductivity: 0.22 W/(cm K)
wafer temperature: 1273 K
net front flux: 42.6 W/cm2
front-to-back difference, formula: 7.508 K
front-to-back difference, simulation: 7.508 K
mistaken estimate, full flux across wafer: 15.02 K
front above mean: 5.01 K
back below mean: 2.50 K
time lag of back behind front: 30.0 ms
slowest settling time: 6.09 ms
time to 99 percent of difference: 26.7 ms
mean temperature rise in that time: 6.7 K
simulated difference at 2 ms: 3.09 K
simulated difference at 5 ms: 4.83 K
simulated difference at 10 ms: 6.33 K
wafer emissivity (rough): 0.70
plate emissivity (rough): 0.05
plate temperature: 300 K
effective emissivity with plate: 0.0490
gas conductivity (rough): 5.50e-04 W/(cm K)
gas gap (rough): 5 mm
absorption depth (rough): 20 um
conductivity exponent (rough): 1.2
expansion coefficient (rough): 4.0e-06 1/K
back loss, bare radiating face: 10.42 W/cm2
back loss, radiation to plate: 0.73 W/cm2
back loss, gas conduction: 1.07 W/cm2
back loss giving 5 percent change: 1.07 W/cm2
change from bare-face radiation: +3.67 K
change from radiation to plate: +0.26 K
change from gas conduction: +0.38 K
change from absorption depth: -0.39 K
change from varying conductivity: +0.027 K
change from thermal expansion: +0.059 K
corrected difference, plate behind wafer: 7.8 K
corrected difference, bare back: 11.3 K
radiating test, simulation: 11.11 K
radiating test, formula: 11.11 K
earlier ramp temperature: 873 K
diffusivity there (power law): 0.157 cm2/s
ideal difference there: 4.77 K
ramp time between the two temperatures: 1.60 s
lateral spread in that time: 4.0 mm
verified
```
